# Quadratic Stark reduction of a donor contact coupling, with strain terms

## Result

For a shallow donor in a uniform electric field \(F\), the contact hyperfine coupling \(A\) obeys, to second order in the field,

\[
\frac{A(F)}{A(0)}=1+\eta_2F^2,\qquad 
\eta_2=-\frac{31}{2}\,\frac{1}{F_*^2}\quad\text{(hydrogenic envelope)},
\]

where \(F_*\) is the effective atomic unit of field. With rounded parameters for a donor in silicon this bare formula gives \(-2.2\times10^{-2}\ \mu\mathrm{m}^2/\mathrm{V}^2\), about seven times the rough comparison value \(-3\times10^{-3}\ \mu\mathrm{m}^2/\mathrm{V}^2\), used here only as an order of magnitude for some shallow donors in silicon; the measured coefficient depends on the donor species. A short-range central-cell potential that sets the binding energy to 45 meV changes the result to \(-2.7\times10^{-3}\ \mu\mathrm{m}^2/\mathrm{V}^2\).

Strain adds a linear term in two distinct senses. Uniform strain changes \(A\) linearly in its trace, but in this envelope model it creates no term linear in \(F\). A gradient of the trace along the field does create one.

## Model and units

The donor state is a sum over six conduction-band valleys, each with a Bloch function and a slowly varying envelope. I take the effective mass to be isotropic and all six envelopes equal, combined with equal weights (the A1 combination). The field then acts identically in every valley and preserves this combination. The common envelope \(\psi\) factors out of the amplitude at the nucleus, so at fixed Bloch functions \(A\propto\rho=|\psi(0)|^2\).

For mass ratio \(m\) and relative permittivity \(\varepsilon\), the effective units are

\[
a_*=a_0\frac{\varepsilon}{m},\qquad E_*=E_h\frac{m}{\varepsilon^2},\qquad F_*=\frac{E_*}{e\,a_*}\propto\frac{m^2}{\varepsilon^3},
\]

with \(a_0\) the Bohr radius and \(E_h\) the hartree. In these units

\[
H=H_0+Fz,\qquad H_0=-\tfrac12\nabla^2-\frac1r,\qquad \psi_0=\frac{e^{-r}}{\sqrt\pi},\qquad E_0=-\tfrac12 .
\]

The sign of \(Fz\) is that of an electron of charge \(-e\) in a field along \(+z\). Replacing \(z\) by \(-z\) turns \(F\) into \(-F\) and leaves \(\rho\) unchanged, so odd powers of \(F\) are absent. Averages \(\langle\cdots\rangle\) are taken in \(\psi_0\), for which

\[
\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}dr=\frac{(n+2)!}{2^{n+1}} .
\]

## First derivation: the perturbed envelope at the nucleus

Write \(\psi=\psi_0+F\psi_1+F^2\psi_2\). For any function \(f\), the product rule and \(\nabla\psi_0=-\hat{\mathbf r}\psi_0\) give

\[
(H_0-E_0)(f\psi_0)=-\tfrac12\left(\nabla^2f-2\,\partial_rf\right)\psi_0. \tag{1}
\]

The first-order equation is \((H_0-E_0)\psi_1=-z\psi_0\). Set \(\psi_1=-z\,p(r)\psi_0\) and use \(\nabla^2(zp)=z(p''+4p'/r)\) and \(\partial_r(zp)=z(p'+p/r)\). Then

\[
p''+\frac4rp'-2p'-\frac2rp=-2 .
\]

For \(p=a+br\) the \(1/r\) terms require \(4b=2a\) and the constants require \(-4b=-2\). Hence \(b=\tfrac12\), \(a=1\), and

\[
\psi_1=-z\left(1+\frac r2\right)\psi_0 .
\]

The angular average of \(z^2\) is \(r^2/3\). The second-order energy coefficient is therefore

\[
E_2=\langle\psi_0|z|\psi_1\rangle=-\frac13\left(\langle r^2\rangle+\tfrac12\langle r^3\rangle\right)
=-\frac13\left(3+\frac{15}{4}\right)=-\frac94 ,
\]

so the polarizability is \(\alpha=-2E_2=9/2\).

At second order,

\[
(H_0-E_0)\psi_2=-z\psi_1+E_2\psi_0=\left[z^2\left(1+\frac r2\right)-\frac94\right]\psi_0 .
\]

The right side has s and d parts. The d part of \(\psi_2\) vanishes at the nucleus, as does the p function \(\psi_1\), so only the s part is needed. Write it as \(g(r)\psi_0\). Equation (1), multiplied by \(-2\), gives

\[
g''+\left(\frac2r-2\right)g'=\frac92-\frac23r^2-\frac13r^3 .
\]

Insert \(g'=ar+br^2+cr^3\) and compare powers:

- \(r^3\): \(-2c=-\tfrac13\), so \(c=\tfrac16\).
- \(r^2\): \(5c-2b=-\tfrac23\), so \(b=\tfrac34\).
- \(r^1\): \(4b-2a=0\), so \(a=\tfrac32\).
- \(r^0\): \(3a=\tfrac92\), which is satisfied.

The homogeneous solution \(g'\propto e^{2r}/r^2\) is excluded because it is singular at the nucleus and not normalizable. Integration gives

\[
g=g_0+\frac34r^2+\frac14r^3+\frac1{24}r^4 .
\]

Normalization fixes \(g_0\). At order \(F^2\) it reads \(2\langle g\rangle+\langle\psi_1|\psi_1\rangle=0\). The two averages are

\[
\langle\psi_1|\psi_1\rangle=\frac13\left(\langle r^2\rangle+\langle r^3\rangle+\tfrac14\langle r^4\rangle\right)
=\frac13\left(3+\frac{15}2+\frac{45}8\right)=\frac{43}8,
\]

\[
\langle g\rangle=g_0+\frac94+\frac{15}8+\frac{15}{16}=g_0+\frac{81}{16}.
\]

Hence \(g_0=-43/16-81/16=-31/4\). Since \(\rho/\rho_0=(1+F^2g_0)^2\) to this order,

\[
\eta_2=2g_0=-\frac{43}8-\frac{81}8=-\frac{31}2 .
\]

The first part is the weight transferred to p states, which have no density at the nucleus. The second is the admixture of excited s states, which interferes destructively with \(\psi_0\) there. The admixture is the larger part.

## Second derivation: the response of the polarizability

The contact density is also an energy derivative. Add a weak short-range potential of integrated strength \(\lambda\), written \(\lambda\delta(\mathbf r)\), and keep only first order in \(\lambda\). For the normalized state in the field, the Hellmann–Feynman theorem gives \(\rho=\partial E/\partial\lambda\) at \(\lambda=0\). With \(E=E_0(\lambda)-\tfrac12\alpha(\lambda)F^2\),

\[
\eta_2=\frac1{\rho_0}\frac{dE_2}{d\lambda}=-\frac1{2\rho_0}\frac{d\alpha}{d\lambda},\qquad \rho_0=\frac1\pi. \tag{2}
\]

Thus the density at the nucleus falls with field if a repulsive contact potential makes the donor more polarizable.

To differentiate \(E_2\), use the functional

\[
J[\phi]=\langle\phi|H_0+\lambda\delta-E|\phi\rangle+2\langle\phi|z|\psi\rangle ,
\]

where \(\psi\) and \(E\) are the zero-field ground state and energy at strength \(\lambda\). It is stationary when \(\phi\) solves the first-order field equation, and its value there is \(-\langle\phi|z|\psi\rangle+2\langle\phi|z|\psi\rangle=E_2\). Because of stationarity, the change of \(\phi\) with \(\lambda\) does not contribute to the derivative. Let \(\chi=d\psi/d\lambda\), and note \(dE/d\lambda=\rho_0\). Since \(\psi_1\) vanishes at the nucleus,

\[
\frac{dE_2}{d\lambda}=-\rho_0\langle\psi_1|\psi_1\rangle+2\langle\psi_1|z|\chi\rangle. \tag{3}
\]

The function \(\chi=h(r)\psi_0\) obeys \((H_0-E_0)\chi=(\rho_0-\delta)\psi_0\). For \(r>0\), equation (1) can be written as

\[
\frac{d}{dr}\left(r^2e^{-2r}h'\right)=-\frac2\pi r^2e^{-2r}.
\]

Integrating from \(r\) to infinity, with a normalizable solution,

\[
r^2e^{-2r}h'=\frac2\pi\int_r^\infty s^2e^{-2s}ds=\frac{2}{\pi}e^{-2r}\left(\frac{r^2}2+\frac r2+\frac14\right),
\]

\[
h=\frac1\pi\left(r+\ln r-\frac1{2r}\right)+\text{constant}.
\]

Near the nucleus \(h\simeq-1/(2\pi r)\). Because \(\nabla^2(1/r)=-4\pi\delta\), this gives \(-\tfrac12\nabla^2h=-\delta\), the required source. Preservation of the norm fixes the constant through \(\langle h\rangle=0\).

Let \(q=r^2+r^3/2\), so \(\langle q\rangle=27/4\). Then

\[
\langle\psi_1|z|\chi\rangle=-\frac13\langle qh\rangle=-\frac13\left\langle\left(q-\frac{27}4\right)h\right\rangle .
\]

The subtraction is allowed by \(\langle h\rangle=0\), and it removes the constant in \(h\). The three remaining terms, without the factor \(1/\pi\), are as follows.

The term \(r\) gives

\[
\langle r^3\rangle+\tfrac12\langle r^4\rangle-\frac{27}4\langle r\rangle=\frac{75}4-\frac{81}8=\frac{69}8 .
\]

For the logarithm, differentiating the moment integral with respect to \(n\) yields \(\langle r^n\ln r\rangle=\langle r^n\rangle(H_{n+2}+C)\). Here \(H_k=1+\tfrac12+\cdots+\tfrac1k\), and \(C\) does not depend on \(n\), so it cancels after the subtraction. This leaves

\[
3\cdot\frac{25}{12}+\frac{15}4\cdot\frac{137}{60}-\frac{27}4\cdot\frac32=\frac{75}{16}.
\]

The term \(-1/(2r)\) gives

\[
-\frac12\left(\langle r\rangle+\tfrac12\langle r^2\rangle\right)+\frac{27}8\langle r^{-1}\rangle=-\frac32+\frac{27}8=\frac{15}8 .
\]

Their sum is \(243/16\). Dividing equation (3) by \(\rho_0\) and using \(\langle\psi_1|\psi_1\rangle=43/8\),

\[
\eta_2=-\frac{43}8-\frac23\cdot\frac{243}{16}=-\frac{43}8-\frac{81}8=-\frac{31}2 .
\]

## What each derivation assumes

Both use a quasi-bound state with a small-field expansion, fixed Bloch functions and equal valley envelopes. The potential \(Fz\) has no lower bound, so the donor can ionize. The coefficient describes the localized state, not the ionization rate, and the quadratic law holds only up to a few per cent of \(F_*\). For the hydrogenic envelope the reduction already exceeds \(\eta_2F^2\) by 5% at \(0.03F_*\) and by 12% at \(0.04F_*\); for the more tightly bound central-cell donor below, the excess is 9% at \(0.08F_*\).

The first derivation needs the second-order envelope and its normalization. It makes no use of an energy theorem, and the same \(\psi_2\), once its d part is also found, could serve for other local quantities. The second avoids \(\psi_2\), but it needs a Hermitian Hamiltonian, a stationary second-order energy and a contact potential understood as the limit of a short-range one at first order in its strength. Its function \(\chi\) diverges at the nucleus, though the integrals converge.

Neither argument depends on the potential being purely Coulombic. With a regular central-cell potential equation (1) and the closed polynomials are lost. The perturbation equations \((H_0-E_0)\psi_1=-z\psi_0\) and \((H_0-E_0)\psi_2=-z\psi_1+E_2\psi_0\) remain, as does relation (2), with \(H_0\), \(E_0\), \(\psi_0\) and \(\rho_0\) those of the new potential.

## Numbers for a donor in silicon

Take \(m=0.30\), \(\varepsilon=12\) and a binding energy of 45 meV as rounded inputs. Then \(a_*=2.117\) nm and \(E_*=56.69\) meV, so

\[
F_*=\frac{56.69\ \mathrm{mV}}{2.117\ \mathrm{nm}}=26.78\ \mathrm{V}/\mu\mathrm m,\qquad
\eta_2=-\frac{15.5}{(26.78)^2}=-2.16\times10^{-2}\ \frac{\mu\mathrm m^2}{\mathrm V^2}.
\]

This model binds by \(E_*/2\), or 28 meV, which is too little. A simple repair raises the mass by the factor 1.588 until the binding is 45 meV. At fixed \(\varepsilon\), binding is proportional to \(m\) and \(\eta_2\) to \(m^{-4}\), so \(\eta_2\) varies as the inverse fourth power of the binding energy. The estimate becomes \(-3.4\times10^{-3}\ \mu\mathrm m^2/\mathrm V^2\), at the price of an artificial mass.

The central-cell model keeps \(m=0.30\) and adds \(-Ue^{-r/r_c}\) in the s channel, with \(U\) fixed by the binding energy. The p states stay hydrogenic. For \(r_c=0.2\) nm the norm loss and s admixture give

\[
\eta_2F_*^2=-0.619-1.348=-1.967,\qquad
\eta_2=-2.74\times10^{-3}\ \frac{\mu\mathrm m^2}{\mathrm V^2}.
\]

The polarizability falls from 4.5 to 1.01 effective units. Halving \(r_c\) raises the required depth from 2.0 to 9.3 eV but changes \(\eta_2\) by less than 1%. Depths above the silicon band gap and ranges below the lattice constant lie outside effective-mass theory, so this potential is only a device for fixing the binding energy, not a picture of the real central cell. Diagonalization in small finite fields, with s, p, d and f channels, confirms the perturbative values of \(\eta_2\).

The result is about 0.91 of the rough comparison value. This supports the size and sign, not an accuracy of ten per cent: the inputs are rounded, and mass anisotropy, interfaces and field changes of the Bloch functions are omitted. The bare estimate varies as \(\varepsilon^6/m^4\), but these exponents do not apply to the central-cell result, whose binding energy is held fixed. With \(r_c=0.2\) nm and \(U\) retuned, that result varies locally about as \(m^{0.3}\varepsilon^{-2.6}\) and as the binding energy to the power \(-4.3\); taking \(\varepsilon=11.7\) instead of 12 moves it to \(-2.93\times10^{-3}\ \mu\mathrm m^2/\mathrm V^2\), a shift of 7%.

## Uniform strain

A proper rotation of the tetrahedral site leaves the isotropic coupling unchanged. Threefold rotations permute the normal strains, so their linear coefficients are equal. Each shear component changes sign under at least one twofold rotation, so linear shear terms vanish. The linear change therefore contains only the trace \(s=e_{xx}+e_{yy}+e_{zz}\).

In the envelope model, \(s\) can change the mass, permittivity, central-cell depth and Bloch density. With \(r_c\) fixed,

\[
\frac{\delta A}{A}=Ks,\qquad
K=k_m\frac{d\ln m}{ds}+k_\varepsilon\frac{d\ln\varepsilon}{ds}+k_U\frac{d\ln U}{ds}+b ,
\]

where \(b\) is the logarithmic slope of the Bloch density. Each \(k\) is a first-order response \(2\psi_s(0)/\psi_0(0)\), where \(\psi_s\) is the envelope change per unit logarithmic parameter change. For a hydrogenic donor \(\rho\propto(m/\varepsilon)^3\), so \(k_m=3\) and \(k_\varepsilon=-3\).

For the central-cell donor with \(r_c=0.2\) nm, the values are \(k_m=4.25\), \(k_\varepsilon=-2.39\) and \(k_U=1.86\). They satisfy \(k_U=k_m+k_\varepsilon\), because multiplying the whole Hamiltonian by a constant leaves its eigenfunctions unchanged. With illustrative slopes \(1,-1,1\) and \(b=0\),

\[
K=4.25+2.39+1.86=8.51,
\]

to rounding, and \(s=10^{-5}\) gives \(\delta A/A=8.5\times10^{-5}\). These slopes are chosen, so \(K\) is not a prediction for silicon. Unlike \(\eta_2\), the \(k\) also depend strongly on the assumed range: at the same binding energy, \(r_c=0.1\) nm gives \(k_m=5.80\), \(k_\varepsilon=-2.70\), \(k_U=3.10\) and \(K=11.6\).

Traceless normal strain acts differently. It shifts the two valleys on axis \(i\) by \(\Xi e_i\), with \(\sum_ie_i=0\). Acting on the A1 vector \((1,1,1,1,1,1)/\sqrt6\), these shifts give a vector in the E doublet, a gap \(G\) higher. Its six amplitudes sum to zero, so with a common envelope it has no contact amplitude. The first-order admixture has squared norm \(2\Xi^2\sum_ie_i^2/(6G^2)\), and normalization gives

\[
\frac{\delta A}{A}=-\frac{\Xi^2}{3G^2}\sum_ie_i^2 .
\]

For \(\Xi=9\) eV, \(G=12\) meV and \(e=(-\tfrac12,-\tfrac12,1)\times10^{-5}\), this is

\[
-\frac{(750)^2}{3}\left(1.5\times10^{-10}\right)=-2.81\times10^{-5}.
\]

A six-valley diagonalization gives \(-2.79\times10^{-5}\) and \(-2.83\times10^{-5}\) for the two signs of strain. Both signs reduce the coupling, as a quadratic term requires.

## A term linear in the field

Uniform strain leaves the parity of this envelope model intact. Now let \(s=g_sz\), with the donor at \(s=0\). If the band edge moves by \(a_ds\), the additional energy is \(a_dg_sz\), equivalent to a field \(F_s=a_dg_s/e\). Relative to the unstrained donor at zero field,

\[
\frac{\delta A}{A}=\eta_2(F+F_s)^2=\eta_2F^2+2\eta_2F_sF+\eta_2F_s^2 .
\]

The middle term changes sign when the applied field is reversed. This treatment neglects gradients of the mass, permittivity, central-cell depth and valley splittings.

For \(a_d=2\) eV and \(g_s=0.01\ \mu\mathrm m^{-1}\), \(F_s=0.02\ \mathrm V/\mu\mathrm m\). The linear coefficient is

\[
2(-2.74\times10^{-3})(0.02)=-1.10\times10^{-4}\ \mu\mathrm m/\mathrm V .
\]

At \(F=0.1\ \mathrm V/\mu\mathrm m\) the linear part is \(-1.1\times10^{-5}\) and the quadratic part \(-2.7\times10^{-5}\). Their magnitudes are equal at \(|F|=2|F_s|=0.04\ \mathrm V/\mu\mathrm m\); below that field the gradient term is the larger.

The real tetrahedral site lacks inversion symmetry, which the isotropic envelope model does not represent. The combination \(e_{yz}F_x+e_{zx}F_y+e_{xy}F_z\) is unchanged by the site's twofold and threefold rotations and by its mirror exchanges of two axes. Uniform shear can therefore also permit a field-linear term, but its coefficient lies outside this calculation. The numerical output lists the main parameters and results.

## Computed results

```
mass ratio m: 0.30; relative permittivity: 12.0
binding energy: 45.0 meV = 0.7938 Ha*
effective Bohr radius a*: 2.1167 nm
effective hartree Ha*: 56.690 meV
effective field unit F*: 26.782 V/um
hydrogenic norm loss: -5.37500 F*^-2
hydrogenic s admixture: -10.12500 F*^-2
hydrogenic eta2, perturbation: -15.50000 F*^-2
hydrogenic eta2, finite field: -15.49997 F*^-2
hydrogenic polarizability: 4.50000 a*^3 units
bare hydrogenic eta2: -2.161e-02 um^2/V^2
mass factor matching the binding: 1.5876
binding-scaled hydrogenic eta2: -3.402e-03 um^2/V^2
central cell, range 0.2 nm = 0.0945 a*:
  depth U: 35.242 Ha* = 1.998 eV
  norm loss: -0.6191; s admixture: -1.3480 F*^-2
  polarizability: 1.0085 a*^3 units
  eta2: -1.9671; finite field: -1.9671 F*^-2
  eta2: -2.742e-03 um^2/V^2
  ratio to -3e-3 um^2/V^2: 0.914
central cell, range 0.1 nm = 0.0472 a*:
  depth U: 163.328 Ha* = 9.259 eV
  norm loss: -0.6066; s admixture: -1.3447 F*^-2
  polarizability: 0.9881 a*^3 units
  eta2: -1.9512; finite field: -1.9512 F*^-2
  eta2: -2.720e-03 um^2/V^2
  ratio to -3e-3 um^2/V^2: 0.907
strain results use the 0.2 nm central cell
hydrogenic k_m, k_eps: 3.0000, -3.0000
donor k_m, k_eps, k_U: 4.253, -2.391, 1.862
chosen dln(m, eps, U)/ds: 1.0 -1.0 1.0
chosen Bloch-factor slope b: 0.0
dilation coefficient K: 8.506
dA/A at dilation 1e-05: 8.506e-05
valley constant Xi: 9.0 eV; A1-E gap: 12.0 meV
traceless axial strain: 1e-05 (others minus half)
repopulation dA/A, formula: -2.8125e-05
repopulation dA/A, matrix, +strain: -2.7913e-05
repopulation dA/A, matrix, -strain: -2.8335e-05
band-edge constant a_d: 2.0 eV
dilation gradient: 0.010 per um
equivalent strain field F_s: 0.0200 V/um
field-linear coefficient 2 eta2 F_s: -1.097e-04 um/V
applied field: 0.10 V/um
linear part of dA/A: -1.097e-05
quadratic part of dA/A: -2.742e-05
field where both are equal: 0.0400 V/um
```
